# Ideal mixing free energy of two cations in a layered telluride

## Problem

A model layered telluride is built of blocks A₂B₂Te₅. Each block has four cation layers separated by tellurium layers. In the ordered arrangement the cations A fill the two inner cation layers and the cations B fill the two outer ones. After mixing, every cation site in the block holds A or B at random, with equal fractions of the two. No cation site is empty, and tellurium stays on its own sites.

(a) Treat all arrangements of the cations as equal in energy. By how much does mixing lower the free energy at 500 K, per mixed cation site?

(b) Suppose now that exchanging one inner A with one outer B costs \(D=50\) meV, and that each pair of unlike neighbours within a cation layer costs \(v=5\) meV. Does random mixing still win over full order at 500 K?

## A tempting solution to part (a)

Let there be \(N\) cation sites, with \(N/2\) atoms of each kind. The A atoms can be placed on the sites in

\[
W_A=\frac{N!}{(N/2)!\,(N/2)!}
\]

ways. The B atoms can also be placed on half of the sites, so \(W_B=W_A\). The total number of arrangements is taken as the product \(W_AW_B\). For large \(N\), \(\ln W_A\approx N\ln 2\), and therefore

\[
\frac{S}{N}=\frac{k_B\ln(W_AW_B)}{N}\approx 2k_B\ln 2 .
\]

With \(k_BT=43.087\) meV at 500 K, the free energy would fall by \(2\times43.087\times0.69315=59.7\) meV per site.

## Where it fails

The product \(W_AW_B\) is right only if the two choices are independent, and they are not. Once the A atoms have taken their sites, the B atoms must fill all the sites that remain. Atoms of one kind are indistinguishable, so this can be done in one way. The second factor is 1, not \(W_A\).

Four sites show the error. Two A atoms can be placed in \(4!/(2!\,2!)=6\) ways, and each placement fixes the B atoms. The product rule claims 36 arrangements. Yet even without fixing the composition, four sites with two options each have only \(2^4=16\) fillings. The product has counted cases in which an A and a B share a site while another site is empty.

The same argument gives a bound for any size. The fillings at fixed composition are a subset of all \(2^N\) fillings, so \(S/N\le k_B\ln2\). The tempting answer is twice this bound.

## Solution to part (a)

**Counting.** Let a fraction \(x\) of the sites hold A. The number of arrangements is

\[
W=\frac{N!}{(xN)!\,[(1-x)N]!}.
\]

For large \(n\), Stirling's formula gives \(\ln n!\approx n\ln n-n\). Applied to each factorial, it yields

\[
\begin{aligned}
\ln W\approx{}& N\ln N-N-\big[xN\ln(xN)-xN\big]\\
&-\big[(1-x)N\ln((1-x)N)-(1-x)N\big].
\end{aligned}
\]

The linear terms cancel, because \(-N+xN+(1-x)N=0\). Writing \(\ln(xN)=\ln x+\ln N\), and likewise for \(1-x\), cancels the terms in \(N\ln N\) as well. What remains is the entropy per site,

\[
s(x)=\frac{k_B\ln W}{N}=-k_B\big[x\ln x+(1-x)\ln(1-x)\big].
\]

Its derivative, \(k_B\ln[(1-x)/x]\), vanishes at \(x=1/2\). The second derivative, \(-k_B/[x(1-x)]\), is negative, so this is the maximum. There

\[
s(1/2)=-k_B\left[\tfrac12\ln\tfrac12+\tfrac12\ln\tfrac12\right]=k_B\ln2 .
\]

**Free energy.** The ordered reference is a single arrangement, with \(W=1\) and no configurational entropy. The energy change is zero by assumption. From \(\Delta F=\Delta U-T\Delta S\),

\[
\frac{\Delta F}{N}=-k_BT\ln2=-43.087\times0.69315\ \text{meV}=-29.87\ \text{meV}.
\]

The gain, meaning the lowering of \(F\), is about 30 meV per mixed cation site, or 2.88 kJ per mole of such sites.

**What the number counts.** The block has four mixed cation sites, so it gains \(4\times29.87=119.5\) meV. Shared among all nine atoms, tellurium included, this is 13.3 meV per atom. These are the same result with different denominators, and an energy cost must be put on the same basis before it is compared with any of them.

**Other compositions and sizes.** At \(x=1/4\) the entropy is \(0.5623\,k_B\) per site and the gain is 24.2 meV. The maximum is broad: moving from equal fractions to one quarter loses about a fifth of the gain.

For a small region whose composition is held fixed, the next term of Stirling's formula, \(\tfrac12\ln(2\pi n)\), matters. At \(x=1/2\) it changes \(\ln W\) by

\[
\tfrac12\ln(2\pi N)-2\cdot\tfrac12\ln(\pi N)=-\tfrac12\ln\frac{\pi N}{2}.
\]

The gain per site is thus reduced by about \(k_BT\ln(\pi N/2)/(2N)\). For 100 sites this is 1.09 meV, and the exact factorials give a gain of 28.77 meV instead of 29.87 meV.

## Solution to part (b)

**Cost of leaving the preferred layer.** Let there be \(M\) inner and \(M\) outer sites, and let \(n\) exchanges have taken place. The fraction of cations in the wrong layers is \(p=2n/(2M)=n/M\). The energy per site is \(nD/(2M)=pD/2\). Random mixing means \(p=1/2\), which costs

\[
\frac D4=12.5\ \text{meV per site}.
\]

**Cost of unlike neighbours.** A cation layer is a triangular lattice with six neighbours per site. Each pair is shared by two sites, so there are three pairs per site. In a random layer a pair is unlike with probability \(2\cdot\tfrac12\cdot\tfrac12=\tfrac12\), and the cost is

\[
3\cdot\tfrac12\,v=\frac{3v}{2}=7.5\ \text{meV per site}.
\]

The ordered reference has pure layers and pays neither cost.

**Comparison.** Random mixing costs 20.0 meV per site and gains 29.87 meV from entropy. It still wins at 500 K, but by only 9.9 meV per site. With \(D\) and \(v\) held fixed, the two states have equal free energy at

\[
T^*=\frac{D/4+3v/2}{k_B\ln2}=\frac{20.0\ \text{meV}}{0.05973\ \text{meV/K}}\approx335\ \text{K}.
\]

At 300 K the entropy term is 17.9 meV and full order has the lower free energy of the two. At 358 K (85 °C) it is 21.4 meV, and random mixing is lower by 1.4 meV.

**Why \(T^*\) is not a transition temperature.** The crystal is not restricted to these two states. Keep \(D\) and set \(v=0\) for the moment. Each group of \(M\) sites has entropy \(s(p)\) per site, so the free energy per site relative to full order is

\[
f(p)=\frac{pD}{2}+k_BT\big[p\ln p+(1-p)\ln(1-p)\big].
\]

Setting the derivative to zero,

\[
\frac D2+k_BT\ln\frac{p}{1-p}=0
\quad\Rightarrow\quad
p=\frac{b}{1+b},\qquad b=e^{-D/(2k_BT)} .
\]

This is a minimum, since \(f''=k_BT/[p(1-p)]>0\). To evaluate \(f\) there, use \(\ln p=-D/(2k_BT)-\ln(1+b)\) and \(\ln(1-p)=-\ln(1+b)\). The two terms in \(pD/2\) cancel, leaving

\[
f_{\min}=-k_BT\ln(1+b).
\]

For \(D\to0\), \(b\to1\) and the ideal result \(-k_BT\ln2\) returns. For \(D\gg k_BT\), \(b\to0\) and the gain disappears. In this model the ordered state is approached gradually on cooling.

For the example with \(v=0\), \(D/(2k_BT)=25/43.087=0.580\), which gives \(p=0.359\) and a gain of 19.15 meV. Random mixing, with the same \(D\), gains \(29.87-12.50=17.37\) meV. The equilibrium state is therefore partly ordered, and with \(D\) alone, forcing \(p=1/2\) would give up 1.8 meV per site. Restoring \(v=5\) meV favours pure layers and lowers \(p\) further.

**Correlations between neighbours.** Equilibrium also favours like neighbours slightly when \(v>0\). Take one layer with equal fractions. To second order in \(v/k_BT\), its free energy is lowered by the variance of the pair energy divided by \(2k_BT\). Each pair energy is 0 or \(v\) with equal probability, so its variance is \(v^2/4\). Different pairs are uncorrelated in the random layer, even when they share a site. With three pairs per site the lowering is

\[
\frac{3v^2/4}{2k_BT}=\frac{3v^2}{8k_BT}=0.22\ \text{meV}.
\]

A transfer-matrix calculation for a long periodic strip eight sites wide, which includes all orders in \(v\), gives 0.24 meV. Compared with the 7.5 meV average cost, this correction is small. It grows quickly with \(v/k_BT\). A triangular layer with equal fractions separates into A-rich and B-rich regions once \(v\) exceeds \(\tfrac12\ln3\;k_BT\approx0.55\,k_BT\), and the expansion about a random layer fails there.

## Other terms left out

Mixing can change the vibrations. At high temperature a mode of frequency \(\omega\) contributes \(k_BT\ln(\hbar\omega/k_BT)\) to \(F\). If the three modes per cation soften by a small fraction \(\delta\), \(F\) falls by about \(3k_BT\delta\). For \(\delta=0.02\) this is 2.6 meV per site, and the quantum formula for 15 meV vibrations also gives 2.6 meV. This counts the cation modes only. If all 27 modes of the block, tellurium included, softened by the same fraction, the lowering would be \((27/4)\,k_BT\delta\approx5.8\) meV per cation site. Stiffening would reverse the sign.

The difference between Helmholtz and Gibbs free energy is negligible here. A volume change of 0.001 nm³ per site at atmospheric pressure contributes about 0.0006 meV.

Vacancies change the count itself. With 40% A, 40% B and 20% empty sites, all placed at random, the entropy per site is \(-k_B\sum_i x_i\ln x_i\). The gain is then 45.5 meV per site, empty sites included, relative to an order in which the vacancies too have fixed places. The two cations still have equal fractions, but \(k_BT\ln2\) no longer applies.

## Beside a real memory material

Ge₂Sb₂Te₅ has the composition of the model block, with Ge and Sb as the cations. Its in-plane lattice constant is roughly 0.42 nm, and 500 K lies in the rough range where its crystalline films are annealed. The values of \(D\), \(v\) and the softening are round choices, not properties of this compound. One assumption open to doubt in its layered form is that all cation sites are equivalent, since inner and outer layers have different surroundings. In the model, \(D=50\) meV alone reduces the equilibrium gain from 29.9 to 19.2 meV per site. In the metastable rocksalt-like form, about one fifth of the cation sites are vacant, so the count with vacancies is the closer starting point.

A free-energy difference also says nothing about rate. Exchange between layers requires atoms to move, and a mixed arrangement formed at high temperature can persist at a temperature where order has the lower free energy. The 30 meV is thus the ideal entropic part of the drive towards mixing. Whether a given crystal mixes depends also on the energy costs and on the time available. The numerical output below lists the values used here.

## Computed results

```
Temperature: 500 K
Boltzmann constant: 0.086173 meV/K
Thermal energy kT: 43.087 meV
ln 2: 0.69315
Entropy per site at x=0.25: 0.5623 kB
Ideal gain per mixed cation site: 29.87 meV
Same gain per mole of sites: 2.88 kJ/mol
Gain at x=0.25: 24.23 meV/site
Gain per K of temperature: 0.05973 meV/K
Ideal gain at 300 K: 17.92 meV/site
Ideal gain at 358 K: 21.38 meV/site
Cation sites per block: 4
Te sites per block: 5
Gain per block: 119.5 meV
Gain per atom, Te included: 13.27 meV
In-plane lattice constant: 0.42 nm
Sites per cation layer area: 6.55 nm^-2
Gain per cation layer area: 195.5 meV/nm^2
Finite island size: 100 sites
Exact gain in island: 28.77 meV/site
Finite-size deficit, estimate: 1.09 meV/site
Exchange cost D: 50.0 meV per exchange
Layer cost of random mixing: 12.50 meV/site
Equilibrium wrong-layer fraction, D only: 0.359
Equilibrium gain, D only: 19.15 meV/site
Random-mixing gain, D only: 17.37 meV/site
Unlike-pair cost v: 5.0 meV per pair
Pair cost of random mixing: 7.50 meV/site
K = v/(2kT): 0.0580
Short-range-order gain: 0.236 meV/site
Short-range-order estimate: 0.234 meV/site
Total cost of random mixing: 20.00 meV/site
Net gain of random mixing: 9.87 meV/site
Random-versus-ordered break-even T*: 335 K
Vibration quantum: 15.0 meV
Assumed softening: 2.0 %
Vibrational gain: 2.64 meV/site
Classical vibrational estimate: 2.59 meV/site
Gain with 20% vacancies: 45.45 meV/site
Assumed volume change: 0.001 nm^3/site
Pressure-volume term at 1 atm: 0.00063 meV/site
```
